\section*{Velocity overshoot from delayed heating after a field step}

\section{Definitions and the balance equations}

Carriers with charge of magnitude $q$ and mass $m$ occupy a parabolic band. Up to $t=0$ they are in equilibrium at temperature $T$. A uniform field $E$ is then switched on, and $F=qE$ is the force. Velocities are counted positive along this force. The mean velocity is $v$. The mean kinetic energy $w$ includes the drift energy $mv^2/2$ and starts from $w_0=\tfrac32 kT$. There are no gradients in space.

Collisions are of two kinds. One kind turns the velocity into a random direction without changing its magnitude. The other, at rate $1/\tau_e$, replaces the velocity by one drawn from the equilibrium distribution. Both erase the mean velocity of the carriers they strike, so their total rate is the momentum relaxation rate. I take it proportional to the mean energy,
\begin{equation}
\nu(w)=\frac{1}{\tau_0}\frac{w}{w_0},
\end{equation}
so that $\tau_0$ is the momentum time at equilibrium. This is a mean-field assumption: every carrier has the same rate, whatever its own energy.

The force changes the mean velocity at the rate $F/m$ and supplies the power $Fv$. Collisions remove velocity at the rate $\nu v$, but only the second kind changes the mean energy, from $w$ towards $w_0$. Hence
\begin{align}
\frac{dv}{dt}&=\frac Fm-\frac{w}{w_0}\frac{v}{\tau_0}, &
\frac{dw}{dt}&=Fv-\frac{w-w_0}{\tau_e}.
\label{balance}
\end{align}
The collision picture needs $\nu\ge1/\tau_e$, which $\tau_e\ge\tau_0$ guarantees because $w\ge w_0$ after the step. For shorter $\tau_e$, equations \eqref{balance} are taken as the model in their own right.

Let $v_0=F\tau_0/m$ be the velocity the carriers would reach if they stayed cold. With
\[
u=\frac v{v_0},\quad \theta=\frac w{w_0},\quad s=\frac t{\tau_0},\quad
\varepsilon=\frac{\tau_0}{\tau_e},\quad g=\frac{Fv_0\tau_0}{w_0},
\]
multiplying the first equation by $\tau_0/v_0$ and the second by $\tau_0/w_0$ gives
\begin{equation}
u'=1-\theta u,\qquad \theta'=gu-\varepsilon(\theta-1),\qquad u(0)=0,\ \theta(0)=1,
\label{scaled}
\end{equation}
where a prime means $d/ds$.

The worked example uses round parameters: $m=0.25$ electron masses, $T=300$ K, $\tau_0=0.2$ ps, $\tau_e=1$ ps and $E=30$ kV/cm. Then $w_0=38.8$ meV, $v_0=4.22\times10^7$ cm/s, $\varepsilon=0.2$ and $g=6.53$.

\section{The final state}

Setting both derivatives to zero gives $u_s=1/\theta_s$ and $gu_s=\varepsilon(\theta_s-1)$, so
\begin{equation}
\theta_s(\theta_s-1)=\frac g\varepsilon,\qquad
\theta_s=\frac12+\sqrt{\frac14+\frac g\varepsilon}.
\label{final}
\end{equation}
In the example $g/\varepsilon=32.7$ and $\theta_s=6.24$. The final velocity is $v_s=v_0/\theta_s=6.77\times10^6$ cm/s. At high field $\theta_s\simeq\sqrt{g/\varepsilon}$, and since $g=F^2\tau_0^2/(mw_0)$,
\[
v_s\to v_0\sqrt{\frac{\varepsilon}{g}}=\sqrt{\frac{w_0\tau_0}{m\tau_e}} ,
\]
which no longer depends on the field. Here this limit is $7.39\times10^6$ cm/s.

\section{Why the velocity can fall}

Two different relaxation times do not suffice for overshoot. If the momentum rate stayed at $1/\tau_0$, the first equation would be $u'=1-u$, with solution $u=1-e^{-s}$. The velocity would rise monotonically, however slowly the energy followed.

With the energy-dependent rate, a maximum requires $u'=0$, or $\theta u=1$. Differentiating $u'=1-\theta u$ at that point gives
\[
u''=-\theta'u-\theta u'=-\theta'u .
\]
This is negative when $\theta'>0$: the velocity turns down because the carriers are still heating and their friction is still growing. In this single band of fixed mass, overshoot thus combines a momentum rate that rises with energy and an energy that lags behind the velocity. In materials with several valleys, delayed transfer to a heavier valley is a further cause, which these equations do not contain.

The effect of the lag can be isolated by multiplying the right side of the energy equation by a factor $R$. This replaces $(g,\varepsilon)$ by $(Rg,R\varepsilon)$ and leaves $\theta_s$ and $v_s$ unchanged. The ratio of greatest to final velocity is 2.62 for $R=1$, 1.49 for $R=10$, and 1.00 for $R=200$.

\section{When overshoot exists}

The disappearance at large $R$ has a sharp threshold. Put $p=u-u_s$ and $y=\theta-\theta_s$. Using \eqref{final},
\begin{equation}
p'=-\theta_sp-u_sy-py,\qquad y'=gp-\varepsilon y.
\label{deviation}
\end{equation}
Without the product $py$, solutions proportional to $e^{\lambda s}$ obey
\begin{equation}
\lambda^2+(\theta_s+\varepsilon)\lambda+\varepsilon(2\theta_s-1)=0,
\label{roots}
\end{equation}
because $\varepsilon\theta_s+gu_s=\varepsilon\theta_s+\varepsilon(\theta_s-1)$. The discriminant is $\varepsilon^2-2(3\theta_s-2)\varepsilon+\theta_s^2$, which vanishes at
\begin{equation}
\varepsilon_\pm=3\theta_s-2\pm2\sqrt{(2\theta_s-1)(\theta_s-1)} .
\end{equation}
Their product is $\theta_s^2$, so $\varepsilon_-<\theta_s<\varepsilon_+$. The result is that overshoot occurs if and only if $\varepsilon<\varepsilon_+$.

First, every solution considered here reaches the final state. At $u=0$ we have $u'=1$, and at $\theta=1$ we have $\theta'=gu\ge0$, so $u\ge0$ and $\theta\ge1$. Then $u'\le1-u$ gives $u\le1$, and $\theta'\le g-\varepsilon(\theta-1)$ gives $\theta\le1+g/\varepsilon$. The motion is bounded, with one fixed point, which is stable. The divergence of the flow, $-(\theta+\varepsilon)$, is negative, which excludes closed orbits in the plane. The solution must therefore converge.

\emph{Case $\varepsilon_-<\varepsilon<\varepsilon_+$.} The roots are complex. The solution spirals into the final state, so $p$ becomes positive.

\emph{Case $\varepsilon\le\varepsilon_-$.} The roots are real. An eigenvector has $p/y=-u_s/(\theta_s+\lambda)$. At $\lambda=-\theta_s$ the left side of \eqref{roots} equals $\varepsilon(\theta_s-1)>0$, so $-\theta_s$ does not lie between the roots. Their mean $-(\theta_s+\varepsilon)/2$ exceeds $-\theta_s$, hence both roots do, and $p/y<0$ on the final approach. Either $p>0$ there, which is overshoot, or $y>0$. In the second case $y$, initially negative, crossed zero upwards; there $y'=gp\ge0$, and $p=0$ is excluded because that point is the final state itself. So $p>0$ at the crossing.

\emph{Case $\varepsilon\ge\varepsilon_+$.} Now both roots lie below $-\theta_s$. Take the lower one and define $r=u_s/(|\lambda|-\theta_s)>0$ and $L=p-ry$. On the line $L=0$ the linear flow runs along the line, so only the product term changes $L$: $L'=-py=-ry^2\le0$. The line can be crossed only downwards. At the start $p=-u_s$ and $y=-(\theta_s-1)$, so $L<0$ if $|\lambda|>2\theta_s-1$. This holds, since $|\lambda|\ge(\theta_s+\varepsilon)/2$ and $\varepsilon>3\theta_s-2$. Thus $L$ stays negative. If $p$ reached zero, $L<0$ would require $y>0$, but then $p'=-u_sy<0$, which forbids arrival from below. There is no overshoot.

Since $\theta_s>1$ implies $\varepsilon_+>1$, the condition $\tau_e\ge\tau_0$ is sufficient. It guarantees existence, not a large effect. In the example $\varepsilon_+=32.2$, so overshoot vanishes at $R=32.2/0.2=161$. It becomes negligible well before that: the excess over the final velocity is 7\% at $R=50$, 1\% near $R=90$ and below $10^{-6}$ at $R=150$.

\section{The peak velocity}

When $\tau_e$ is much longer than the rise, energy loss can be neglected up to the peak. Let $X=x/(v_0\tau_0)$ be the scaled path of the mean carrier, so $X'=u$. With $\varepsilon=0$, the energy equation becomes $\theta'=gX'$, hence $\theta=1+gX$: all work done by the field is still in the carriers. The velocity equation is then $X''=1-X'-gXX'$, which integrates from rest to
\begin{equation}
X'=s-X-\frac g2X^2 .
\label{riccati}
\end{equation}
Write $X=(2/g)\varphi'/\varphi$. Then $X'=(2/g)\varphi''/\varphi-(g/2)X^2$, and \eqref{riccati} becomes
\[
\varphi''+\varphi'-\frac{gs}{2}\varphi=0 .
\]
The substitution $\varphi=e^{-s/2}\psi$ removes the first derivative and leaves $\psi''=(\tfrac14+\tfrac{gs}2)\psi$. With
\[
\kappa=\left(\frac g2\right)^{1/3},\qquad z=\kappa s+z_0,\qquad z_0=\frac1{4\kappa^2},
\]
the bracket equals $\kappa^2z$, while $\psi''=\kappa^2\,d^2\psi/dz^2$. This is Airy's equation $d^2\psi/dz^2=z\psi$. Therefore
\begin{equation}
X=\frac2g\left(\frac{\kappa}{\psi}\frac{d\psi}{dz}-\frac12\right),\qquad
\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z).
\end{equation}
The condition $X(0)=0$ means $d\psi/dz=\sqrt{z_0}\,\psi$ at $z_0$, which is met by
\[
a=\mathrm{Bi}'(z_0)-\sqrt{z_0}\,\mathrm{Bi}(z_0),\qquad
b=-\mathrm{Ai}'(z_0)+\sqrt{z_0}\,\mathrm{Ai}(z_0).
\]
The peak is where $(1+gX)X'=1$, a single equation for $s$.

For the example this gives $1.75\times10^7$ cm/s at 0.157 ps. The full equations give
\[
v_{\rm peak}=1.77\times10^7\ \text{cm/s}\quad\text{at }0.160\ \text{ps and }x=18.9\ \text{nm},
\]
so the lossless value is 1.1\% below the full one. The energy account shows why it is close. Over 18.9 nm the field supplies $3\ \text{meV/nm}\times18.9\ \text{nm}=57$ meV. Added to 38.8 meV this makes 96 meV, against an actual 92.3 meV. The condition $\theta u=1$ can be checked as well: $4.22\times10^7\times38.8/92.3=1.77\times10^7$ cm/s.

For very strong fields put $s=\sigma/\kappa$ and $X=\chi/\kappa^2$. In \eqref{riccati} the terms $X'$, $s$ and $gX^2/2$ are of order $1/\kappa$, while $X$ is of order $1/\kappa^2$ and drops out:
\[
\frac{d\chi}{d\sigma}=\sigma-\chi^2,\qquad \chi(0)=0 .
\]
Setting $\chi=\phi^{-1}d\phi/d\sigma$ gives $d^2\phi/d\sigma^2=\sigma\phi$ with zero initial slope, so $\phi=\mathrm{Bi}'(0)\mathrm{Ai}(\sigma)-\mathrm{Ai}'(0)\mathrm{Bi}(\sigma)$. The greatest value of $d\chi/d\sigma$ is $c=0.819$. Since $u=\kappa^{-1}d\chi/d\sigma$,
\begin{equation}
v_{\rm peak}\to \frac{c\,v_0}{\kappa}=c\left(\frac{2w_0F\tau_0}{m^2}\right)^{1/3}.
\end{equation}
In these equations the peak grows as $E^{1/3}$ while the final velocity saturates. This is a limit of the model, not a forecast for a real band: at ten times the field of the example the final mean energy would already be 2.2 eV, where a parabolic band can no longer be assumed. The neglected term is smaller by a factor of order $1/\kappa$, so the limit is approached slowly. In the example $\kappa=1.48$, and the limiting formula gives $2.33\times10^7$ cm/s, 31\% above the full result.

\section{The overshoot distance}

After the peak the momentum time is short: 0.084 ps at the peak and 0.032 ps finally, against $\tau_e=1$ ps. The velocity then nearly follows the energy, $u\simeq1/\theta$. Inserting this into $u=(1-u')/\theta$ gives the first correction, $\theta'/\theta^2$ relative to $1/\theta$, which shrinks as heating slows. In the example the excess of $v$ over $v_0/\theta$ is zero at the peak, 15\% at 0.2 ps, about 20\% near 0.25 ps, 8\% at 0.4 ps and 1\% at 0.8 ps. The first correction alone gives 28\%, 5\% and 1\% at 0.2, 0.4 and 0.8 ps, so it is quantitative only at late times.

Dividing the energy equation by $X'=u$ turns time into distance:
\begin{align}
\frac{d\theta}{dX}=g-\varepsilon\frac{\theta-1}{u}
&\simeq g-\varepsilon\theta(\theta-1)\nonumber\\
&=\varepsilon(\theta_s-\theta)(\theta_s+\theta-1),
\end{align}
where the last step uses $g=\varepsilon\theta_s(\theta_s-1)$. The approximation affects only the loss term, which is small during the initial rise, so the integration may begin at $\theta=1$, $X=0$. With
\[
\frac1{(\theta_s-\theta)(\theta_s+\theta-1)}=\frac1{2\theta_s-1}\left[\frac1{\theta_s-\theta}+\frac1{\theta_s+\theta-1}\right]
\]
the result is
\begin{equation}
x=\ell\,\ln\frac{(\theta+\theta_s-1)(\theta_s-1)}{(\theta_s-\theta)\,\theta_s},\qquad
\ell=\frac{v_0\tau_e}{2\theta_s-1}.
\label{distance}
\end{equation}
Because $v_0=\theta_sv_s$, the length $\ell$ tends to $v_s\tau_e/2$ for hot carriers. This is the path covered at the final velocity in half an energy time. Since $v_s$ itself depends on both times, the high-field value is $\tfrac12\sqrt{w_0\tau_0\tau_e/m}$, in which $\tau_0$ and $\tau_e$ enter equally.

The final velocity is approached asymptotically, so a distance needs a stated end point. I take the path covered until $v$ has fallen to $1.1\,v_s$, which with $u\simeq1/\theta$ means $\theta=\theta_s/1.1=5.67$. In the example $\ell=422\ \text{nm}/11.47=36.8$ nm, and
\[
x=36.8\ \text{nm}\times\ln\frac{10.9\times5.24}{0.567\times6.24}
=36.8\ \text{nm}\times2.78=102\ \text{nm}.
\]
The full equations also give 102 nm, covered in 0.99 ps. This close agreement is partly a cancellation that depends on the end point chosen: the formula is 24\% short for an end point at $2\,v_s$, 10\% short at $1.5\,v_s$ and 2\% long at $1.01\,v_s$. The slower root of \eqref{roots} is $\lambda=-0.379$, so the true decay length $v_0\tau_0u_s/|\lambda|=35.7$ nm is 3\% shorter than $\ell$, which shortens the path. On the other hand $|p/y|=u_s/(\theta_s+\lambda)$ is 6\% larger than the value $u_s/\theta_s$ implied by $u=1/\theta$, which places the end point further out: by about 2 nm far in the tail, where the linearization holds, and by nearly 3 nm at $1.1\,v_s$, since the full equations reach $\theta=\theta_s/1.1$ already at 99 nm. The mean velocity over this path is $1.03\times10^7$ cm/s, about 1.5 times the final velocity.

\section{What the model leaves out}

The numerical check includes a particle simulation of the two collision processes, which follows \eqref{balance} to within $3\times10^5$ cm/s in velocity and 0.74\% in energy; these deviations contain both sampling noise and the error of the finite time step. It uses the same mean-energy rate, so it confirms the balance equations but does not test that assumption. If each carrier's rate depends on its own energy, the shape of the distribution matters. At the peak, drift accounts for 22 of the 92 meV, so the distribution is far from a resting thermal one.

The distance found here is the path of the mean carrier after a step in time. Applying it to carriers entering a high-field region also neglects diffusion and heat flow, which a sharp step in space can make important. The saturation of the final velocity and the $E^{1/3}$ growth of the peak both rest on taking $\nu$ proportional to $w$; a different dependence on energy changes both laws. Nonparabolic bands, transfer to other valleys and an energy-dependent $\tau_e$ would change the numbers and can also change the scaling laws.

\section*{Computed values}
\begin{verbatim}
mass: 0.25 electron masses
temperature: 300 K
field: 30 kV/cm
tau0: 0.20 ps
tau_e: 1.00 ps
equilibrium energy w0: 38.78 meV
low-field-law velocity v0: 4.221e+07 cm/s
length unit v0*tau0: 84.42 nm
eps = tau0/tau_e: 0.200 (dimensionless)
heating parameter g: 6.531 (dimensionless)
final theta_s: 6.236 (dimensionless)
final energy: 241.8 meV
final momentum time: 0.0321 ps
final velocity v_s: 6.769e+06 cm/s
high-field saturation velocity: 7.387e+06 cm/s
t=0.05 ps: v=9.231e+06 cm/s, w=45.9 meV, x=2.4 nm
t=0.10 ps: v=1.532e+07 cm/s, w=64.0 meV, x=8.7 nm
t=0.20 ps: v=1.702e+07 cm/s, w=110.6 meV, x=25.9 nm
t=0.40 ps: v=1.046e+07 cm/s, w=169.5 meV, x=52.5 nm
t=0.80 ps: v=7.818e+06 cm/s, w=211.9 meV, x=87.4 nm
t=1.50 ps: v=7.001e+06 cm/s, w=234.3 meV, x=138.5 nm
peak velocity, full: 1.773e+07 cm/s
peak / final velocity: 2.619 (ratio)
peak time, full: 0.1603 ps
peak distance, full: 18.94 nm
energy at peak: 92.3 meV
drift energy at peak: 22.3 meV
momentum time at peak: 0.0840 ps
peak velocity, lossless Airy: 1.753e+07 cm/s
peak time, lossless: 0.1565 ps
peak distance, lossless: 18.20 nm
lossless peak error: -1.14 %
strong-field constant c: 0.81860 (dimensionless)
strong-field peak estimate here: 2.329e+07 cm/s
decay length l: 36.79 nm
v_s*tau_e/2: 33.84 nm
overshoot distance to 1.1 v_s, full: 101.85 nm
overshoot distance, formula: 102.36 nm
distance formula error: 0.50 %
its error at eps=0.002, same theta_s: 0.011 %
time to cover overshoot distance: 0.9894 ps
mean velocity over it: 1.029e+07 cm/s
critical eps: 32.21 (dimensionless)
critical energy speed-up: 161.1 (factor)
energy response x1: max/final velocity 2.6194 (ratio)
energy response x10: max/final velocity 1.4881 (ratio)
energy response x200: max/final velocity 1.0000 (ratio)
constant momentum rate: max/final velocity 1.0000 (ratio)
particles simulated: 200000 (count)
largest particle velocity deviation: 2.92e+05 cm/s
largest particle energy deviation: 0.74 %
\end{verbatim}
